# Skewness of Electronic Energy Loss for Fast Helium in Thin Silicon: a numerical check

```python
"""Skewness of the electronic energy loss of a fast bare ion in a thin layer.

Result under test, for free electrons initially at rest:
    kappa2 = 4 pi Z1^2 C^2 n_e x,   kappa3 = kappa2 m v^2,
    skewness = kappa3 / kappa2^(3/2) = m v^2 / sqrt(kappa2)
Z1: ion charge number; C = e^2/(4 pi eps0) in eV nm; n_e: electrons per nm^3;
x: thickness in nm; m: electron mass; v: ion speed; T: energy transfer in eV.
Also sized: soft-collision cut, slowing down, nuclear collisions, and the
binding and motion of the target electrons.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from pyscf import gto, scf

# ---------- inputs and derived quantities (eV, nm) ----------
Z1, Z2 = 2, 14
ion_energy = 2.0e6
thickness = 100.0
atom_density = 50.0          # rough value for silicon, atoms per nm^3
mean_excitation = 170.0      # rough value for silicon, eV
silicon_mass_u = 28.085
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
m_e = const.m_e
m_ion = const.physical_constants["alpha particle mass"][0]
m_si = silicon_mass_u * const.atomic_mass
hartree = const.physical_constants["Hartree energy in eV"][0]

mv2 = 2 * ion_energy * m_e / m_ion
t_max = 2 * mv2
b0 = Z1 * coulomb / mv2
speed = np.sqrt(2 * ion_energy * const.e / m_ion)
electron_density = Z2 * atom_density
kappa2 = 4 * np.pi * Z1**2 * coulomb**2 * electron_density * thickness
kappa3 = kappa2 * mv2
sigma = np.sqrt(kappa2)
skewness = mv2 / sigma
xi = kappa2 / t_max
assert abs(skewness - 0.20) < 0.005


# ---------- collision moments from integrated Coulomb trajectories ----------
# Ion frame; lengths in b0, speeds in v, energies in m v^2.
def transfer_from_orbit(impact, start=1.0e4):
    def motion(time, state):
        px, py, vx, vy = state
        r3 = (px * px + py * py) ** 1.5
        return [vx, vy, -px / r3, -py / r3]
    orbit = solve_ivp(motion, (0, 2 * start), [-start, impact, 1.0, 0.0],
                      method="DOP853", rtol=1e-10, atol=1e-12)
    assert orbit.success
    vx, vy = orbit.y[2:, -1]
    return 0.5 * ((vx - 1) ** 2 + vy**2)   # back in the laboratory frame


nodes, weights = np.polynomial.legendre.leggauss(12)
chi = (nodes + 1) * np.pi / 4
weights = weights * np.pi / 4
impacts = np.tan(chi)
transfers = np.array([transfer_from_orbit(b) for b in impacts])
area = 2 * np.pi * impacts / np.cos(chi) ** 2 * weights
orbit_k2 = np.sum(area * transfers**2) * b0**2 * mv2**2
orbit_k3 = np.sum(area * transfers**3) * b0**2 * mv2**3
orbit_k2 *= electron_density * thickness
orbit_k3 *= electron_density * thickness
assert abs(orbit_k2 / kappa2 - 1) < 3e-3
assert abs(orbit_k3 / kappa3 - 1) < 3e-3

# ---------- full loss distribution by Fourier transform ----------
t_min = mean_excitation**2 / t_max
cut = t_min / t_max
cut_factor = (1 - cut**2) / (1 - cut) ** 1.5
mean_loss = 2 * xi * np.log(t_max / mean_excitation)


def loss_distribution(layer, step=2.0, size=2**17):
    grid = step * np.arange(size)
    low = np.clip(grid - step / 2, t_min, t_max)
    high = np.clip(grid + step / 2, t_min, t_max)
    rate = xi * layer / thickness * (1 / low - 1 / high)
    prob = np.fft.irfft(np.exp(np.fft.rfft(rate) - rate.sum()), size)
    mean = np.sum(grid * prob)
    var = np.sum((grid - mean) ** 2 * prob)
    third = np.sum((grid - mean) ** 3 * prob)
    return grid, prob, mean, np.sqrt(var), third / var**1.5


grid, prob, dist_mean, dist_sigma, dist_skew = loss_distribution(thickness)
thick_skew = loss_distribution(4 * thickness)[4]
assert abs(dist_mean / mean_loss - 1) < 2e-3
assert abs(dist_skew / (skewness * cut_factor) - 1) < 3e-3
assert abs(thick_skew / dist_skew - 0.5) < 2e-3
peak = int(np.argmax(prob))
parabola = np.polyfit(grid[peak - 50:peak + 51] - grid[peak],
                      prob[peak - 50:peak + 51] / prob[peak], 2)
mode = grid[peak] - parabola[1] / (2 * parabola[0])
mode_shift = dist_mean - mode
shift_estimate = dist_skew * dist_sigma / 2
assert abs(mode_shift / shift_estimate - 1) < 0.10
upper_tail = prob[grid > dist_mean + 3 * dist_sigma].sum()
lower_tail = prob[grid < dist_mean - 3 * dist_sigma].sum()
assert upper_tail > lower_tail

# ---------- slowing down inside the layer ----------
exit_skewness = skewness * (1 - mean_loss / ion_energy)

# ---------- nuclear collisions ----------
t_nuc = 4 * m_ion * m_si / (m_ion + m_si) ** 2 * ion_energy
nuc_ratio3 = Z2 * m_e / m_si * (t_nuc / t_max) ** 2
nuc_ratio2 = Z2 * m_e / m_si * (t_nuc / t_max)
energy_cm = ion_energy * m_si / (m_ion + m_si)


def nuclear_moment(order, angle_low=0.0, angle_high=np.pi):
    """Layer integral of T^order over the centre-of-mass Rutherford law."""
    def integrand(angle):
        s2 = np.sin(angle / 2) ** 2
        cross = (Z1 * Z2 * coulomb / (4 * energy_cm)) ** 2 / s2**2
        return 2 * np.pi * np.sin(angle) * cross * (t_nuc * s2) ** order
    return atom_density * thickness * quad(integrand, angle_low, angle_high)[0]


nuc_k2, nuc_k3 = nuclear_moment(2), nuclear_moment(3)
assert abs(nuc_k3 / kappa3 / nuc_ratio3 - 1) < 1e-5
assert abs(nuc_k2 / kappa2 / nuc_ratio2 - 1) < 1e-5
all_skewness = (kappa3 + nuc_k3) / (kappa2 + nuc_k2) ** 1.5
limit_deg = 5.0
limit = np.radians(limit_deg)
limit_cm = limit + np.arcsin(m_ion / m_si * np.sin(limit))
limit_transfer = t_nuc * np.sin(limit_cm / 2) ** 2
cone_k2 = nuclear_moment(2, 0.0, limit_cm)
cone_k3 = nuclear_moment(3, 0.0, limit_cm)
cone_skewness = (kappa3 + cone_k3) / (kappa2 + cone_k2) ** 1.5
rejected = nuclear_moment(0, limit_cm, np.pi)
assert abs(cone_skewness / skewness - 1) < 0.01


# ---------- moving and bound electrons: binary-encounter moments ----------
# Speeds in v and energies in m v^2; value 1 means free electron at rest.
def moment_factor(order, u, lowest):
    highest = 2 * (1 + u)

    def integrand(t):
        root = np.sqrt(max(u * u + 2 * t, 0.0))
        q_high = root + u
        q_low = max(abs(t), 2 * abs(t) / q_high)
        return t**order * max(q_low**-3 - q_high**-3, 0.0) / (3 * u)

    breaks = [lowest, highest]
    breaks += [p for p in (0.0, 2 * (1 - u)) if lowest < p < highest]
    breaks = sorted(set(breaks))
    return sum(quad(integrand, a, b, limit=200)[0]
               for a, b in zip(breaks[:-1], breaks[1:]))


def direct_third_moment(u):
    """Rutherford collisions in each relative frame, averaged over u."""
    def over_direction(mu):
        rel = np.sqrt(1 + u * u - 2 * u * mu)
        along = (1 - u * mu) / rel       # cosine of relative velocity and v
        across = np.sqrt(max(1 - along**2, 0.0))
        y = (nodes + 1) / 2              # sin^2 of half the scattering angle
        wy = np.polynomial.legendre.leggauss(12)[1] / 2
        phi = 2 * np.pi * np.arange(8) / 8
        t = (2 * rel * along * y[:, None]
             + 2 * rel * across * np.sqrt(y * (1 - y))[:, None] * np.cos(phi))
        cubic = np.mean(t**3, axis=1)
        rate = rel * np.pi / rel**4 * np.sum(wy * cubic / y**2)
        return rate / (4 * np.pi)
    return 0.5 * quad(over_direction, -1, 1)[0]


for test_speed in (0.6, 1.5):
    spectrum_value = moment_factor(3, test_speed, -test_speed**2 / 2)
    assert abs(spectrum_value / direct_third_moment(test_speed) - 1) < 1e-4

atom = gto.M(atom="Si 0 0 0", basis="cc-pvtz", spin=2, verbose=0)
field = scf.UHF(atom)
field.conv_tol = 1e-9
total_energy = field.kernel()
assert field.converged
kinetic_matrix = atom.intor("int1e_kin")
electrons = []
for spin in (0, 1):
    for k in np.flatnonzero(field.mo_occ[spin] > 0.5):
        orbital = field.mo_coeff[spin][:, k]
        kinetic = orbital @ kinetic_matrix @ orbital * hartree
        binding = -field.mo_energy[spin][k] * hartree
        u = np.sqrt(2 * kinetic / mv2)
        f2 = moment_factor(2, u, binding / mv2)
        f3 = moment_factor(3, u, binding / mv2)
        electrons.append((binding, kinetic, u, f2, f3))
electrons = np.array(electrons)
assert len(electrons) == Z2
assert abs(electrons[:, 1].sum() / (-total_energy * hartree) - 1) < 2e-3
binding_all = electrons[:, 0]
shells = {"K": binding_all > 1000,
          "L": (binding_all > 60) & (binding_all <= 1000),
          "M": binding_all <= 60}
assert [int(s.sum()) for s in shells.values()] == [2, 8, 4]
k_binding = binding_all[shells["K"]].mean()
assert k_binding > t_max
no_k_skewness = skewness * np.sqrt(Z2 / (Z2 - 2))
mean_f2, mean_f3 = electrons[:, 3].mean(), electrons[:, 4].mean()
bound_skewness = skewness * mean_f3 / mean_f2**1.5

# ---------- printed numbers ----------
print(f"Ion energy: {ion_energy/1e6:.2f} MeV")
print(f"Layer thickness: {thickness:.0f} nm")
print(f"Silicon atom density (rough): {atom_density:.1f} nm^-3")
print(f"Electron density, all 14: {electron_density:.0f} nm^-3")
print(f"Coulomb constant C: {coulomb:.5f} eV nm")
print(f"Ion/electron mass ratio: {m_ion/m_e:.1f}")
print(f"Ion speed / light speed: {speed/const.c:.4f}")
print(f"m v^2: {mv2:.1f} eV")
print(f"Maximum transfer to electron: {t_max:.1f} eV")
print(f"Collision length b0: {b0:.5f} nm")
print(f"xi: {xi:.0f} eV")
print(f"kappa2: {kappa2:.4e} eV^2")
print(f"Straggling width sqrt(kappa2): {sigma/1e3:.3f} keV")
print(f"kappa3: {kappa3:.4e} eV^3")
print(f"SKEWNESS, free electrons: {skewness:.4f}")
print(f"Orbit/formula ratio, kappa2: {orbit_k2/kappa2:.5f}")
print(f"Orbit/formula ratio, kappa3: {orbit_k3/kappa3:.5f}")
print(f"Mean excitation energy (rough): {mean_excitation:.0f} eV")
print(f"Soft cut Tmin: {t_min:.1f} eV")
print(f"Mean loss: {mean_loss/1e3:.2f} keV")
print(f"Skewness with soft cut, formula: {skewness*cut_factor:.4f}")
print(f"Skewness with soft cut, distribution: {dist_skew:.4f}")
print(f"Same at four times the thickness: {thick_skew:.4f}")
print(f"Mean minus mode, distribution: {mode_shift:.0f} eV")
print(f"Mean minus mode, estimate: {shift_estimate:.0f} eV")
print(f"Probability above mean + 3 widths: {upper_tail:.2e}")
print(f"Probability below mean - 3 widths: {lower_tail:.2e}")
print(f"Mean loss / ion energy: {100*mean_loss/ion_energy:.2f} %")
print(f"Skewness formula at exit energy: {exit_skewness:.4f}")
print(f"Maximum transfer to nucleus: {t_nuc/1e3:.1f} keV")
print(f"Nuclear/electronic kappa2, all angles: {nuc_k2/kappa2:.3f}")
print(f"Nuclear/electronic kappa3, all angles: {nuc_k3/kappa3:.1f}")
print(f"Skewness with all nuclear collisions: {all_skewness:.1f}")
print(f"Single-deflection limit: {limit_deg:.1f} degrees")
print(f"Nuclear transfer at limit: {limit_transfer/1e3:.2f} keV")
print(f"Mean number of collisions beyond limit: {rejected:.2e}")
print(f"Nuclear/electronic kappa3 within limit: {cone_k3/kappa3:.2e}")
print(f"Skewness within limit: {cone_skewness:.4f}")
print(f"K binding energy (UHF): {k_binding:.0f} eV")
print(f"Skewness without K electrons: {no_k_skewness:.4f}")
for name, chosen in shells.items():
    b, kin, u, f2, f3 = electrons[chosen].mean(axis=0)
    print(f"{name} shell: number {chosen.sum()}, mean binding {b:.1f} eV, "
          f"mean u/v {u:.2f}, f2 {f2:.3f}, f3 {f3:.3f}")
print(f"Average f2 over 14 electrons: {mean_f2:.3f}")
print(f"Average f3 over 14 electrons: {mean_f3:.3f}")
print(f"Skewness, bound moving electrons: {bound_skewness:.4f}")
print("PASS")
```

Running it gives:

```
Ion energy: 2.00 MeV
Layer thickness: 100 nm
Silicon atom density (rough): 50.0 nm^-3
Electron density, all 14: 700 nm^-3
Coulomb constant C: 1.43996 eV nm
Ion/electron mass ratio: 7294.3
Ion speed / light speed: 0.0328
m v^2: 548.4 eV
Maximum transfer to electron: 1096.7 eV
Collision length b0: 0.00525 nm
xi: 6652 eV
kappa2: 7.2958e+06 eV^2
Straggling width sqrt(kappa2): 2.701 keV
kappa3: 4.0008e+09 eV^3
SKEWNESS, free electrons: 0.2030
Orbit/formula ratio, kappa2: 1.00020
Orbit/formula ratio, kappa3: 1.00020
Mean excitation energy (rough): 170 eV
Soft cut Tmin: 26.4 eV
Mean loss: 24.80 keV
Skewness with soft cut, formula: 0.2104
Skewness with soft cut, distribution: 0.2104
Same at four times the thickness: 0.1052
Mean minus mode, distribution: 282 eV
Mean minus mode, estimate: 281 eV
Probability above mean + 3 widths: 2.80e-03
Probability below mean - 3 widths: 3.79e-04
Mean loss / ion energy: 1.24 %
Skewness formula at exit energy: 0.2005
Maximum transfer to nucleus: 873.3 keV
Nuclear/electronic kappa2, all angles: 0.218
Nuclear/electronic kappa3, all angles: 173.4
Skewness with all nuclear collisions: 26.3
Single-deflection limit: 5.0 degrees
Nuclear transfer at limit: 2.17 keV
Mean number of collisions beyond limit: 8.37e-04
Nuclear/electronic kappa3 within limit: 1.07e-03
Skewness within limit: 0.2031
K binding energy (UHF): 1872 eV
Skewness without K electrons: 0.2193
K shell: number 2, mean binding 1872.4 eV, mean u/v 3.03, f2 0.055, f3 0.268
L shell: number 8, mean binding 128.7 eV, mean u/v 1.11, f2 0.732, f3 0.790
M shell: number 4, mean binding 11.4 eV, mean u/v 0.34, f2 1.104, f3 0.998
Average f2 over 14 electrons: 0.742
Average f3 over 14 electrons: 0.775
Skewness, bound moving electrons: 0.2461
PASS
```
